\section*{Drying order and wall load in two connected wetting trenches}

\section*{Question}

Two long, parallel trenches of equal depth are full of the same wetting liquid. They share a thin wall, and small ports through its foot let liquid pass between them. As the liquid slowly evaporates, why does the wider trench empty first, and what load does this put on the wall?

\section*{Answer}

\subsection*{One liquid, one suction}

Let the widths be $w_n<w_w$ and the depth $H$. The suction $p$ is the gas pressure minus the liquid pressure. Suppose that the film above the wall tops has gone, so that each trench is filled to its brim. Gravity is neglected, and the outer walls are rigid.

A connected liquid at rest has one pressure, so $p$ is the same in both trenches. Each meniscus is a circular arc of radius $r=\gamma/p$, where $\gamma$ is the surface tension. If the arc meets the edges of a trench of width $w$ at an angle $\alpha$ below the horizontal, then $w=2r\sin\alpha$, and
\begin{equation}
\sin\alpha=\frac{pw}{2\gamma}.
\end{equation}
As liquid is lost, $p$ rises and both menisci sag while they stay pinned at the top edges. The angle between liquid surface and vertical wall, measured in the liquid, is $90^\circ-\alpha$. The contact line slides down once this angle has fallen to the receding angle $\theta<90^\circ$, that is, when $\sin\alpha=\cos\theta$. The thresholds are
\begin{equation}
p_w=\frac{2\gamma\cos\theta}{w_w},\qquad
p_n=\frac{2\gamma\cos\theta}{w_n}>p_w .
\end{equation}
The common suction reaches $p_w$ first. The wide meniscus then recedes at this constant suction, which is too weak to move the narrow one.

The energy says the same. Lowering a level by $dh$ bares two strips of wall and costs $2\gamma\cos\theta\,dh$, while it frees a volume $w\,dh$ per unit length. The cost per volume is $2\gamma\cos\theta/w$, which is lower in the wide trench. With a receding angle, this cost includes the work lost to contact-angle hysteresis.

The argument compares $\gamma\cos\theta/w$, not width alone. If the narrow trench wets poorly, with its own angle $\theta_n$, the order reverses when $\cos\theta_n<(w_n/w_w)\cos\theta$.

\subsection*{How slow is slow?}

The narrow mouth also evaporates. It stays full because the wide trench feeds it through the ports. Let $e$ be the evaporation speed, the volume lost per mouth area and time. The feed must be $ew_n$ per unit length. It needs a suction difference $Rew_n$, where $R$ is the hydraulic resistance for flow per unit length.

For ports of radius $a$, length $t$ (the wall thickness) and spacing $\ell$, Poiseuille flow gives $\pi a^4\Delta p/(8\mu t)$ per port, with $\mu$ the viscosity. Dividing by $\ell$ gives the flow per unit length. Flow between parallel plates gives $w^3\Delta p/(12\mu H)$ over the depth of each trench. The resistances add:
\begin{equation}
R=\frac{8\mu t\ell}{\pi a^4}+12\mu H\left(\frac1{w_n^3}+\frac1{w_w^3}\right).
\end{equation}
This leaves out the crowding of the flow near each port, which adds a resistance of the same order when a port is as short as it is wide. For such ports $R$ is a low estimate, and the limit $e_c$ found below is good only to a factor of about two. While the wide meniscus recedes, the suction under the narrow one is $p_w+Rew_n$. It must stay below $p_n$, so
\begin{equation}
e<e_c=\frac{p_n-p_w}{Rw_n}.
\end{equation}
Evaporation from the wide mouth does not enter this condition. Even if the narrow mouth alone evaporates, the wide trench supplies the loss and empties first.

Above $e_c$ the feed is capped at $e_cw_n$, and the narrow level falls at $e-e_c$. If the widths become equal, $p_n-p_w$ and hence $e_c$ go to zero, and the mechanism no longer selects a trench. If the ports are closed, trenches with equal $e$ lose mean depth at the same rate, each at its own suction.

\subsection*{The force on the wall}

Consider one trench with gap $g$, contact lines at height $c$ and suction $p$. Per unit length, the part of its grand potential that depends on $g$ is
\begin{equation}
\Omega=\gamma L+p(cg-A),\quad L=2r\alpha,\quad A=r^2(\alpha-\sin\alpha\cos\alpha),
\end{equation}
where $L$ is the arc length and $A$ the sag area. Hold $p$, $r$ and $c$ fixed. From $g=2r\sin\alpha$ we have $d\alpha/dg=1/(2r\cos\alpha)$, so
\begin{align}
\frac{dL}{dg}&=\frac1{\cos\alpha},\\
\frac{dA}{dg}&=\frac{2r^2\sin^2\alpha}{2r\cos\alpha}=\frac{r\sin^2\alpha}{\cos\alpha}.
\end{align}
With $pr=\gamma$, the inward pull on a wall is
\begin{equation}
\frac{d\Omega}{dg}=pc+\gamma\,\frac{1-\sin^2\alpha}{\cos\alpha}=pc+\gamma\cos\alpha .
\end{equation}
The first term is suction on the wetted height. The second is the horizontal pull of the liquid surface at the contact line.

On the narrow side $c=H$ and $\sin\alpha_n=(w_n/w_w)\cos\theta$. On the wide side $c=h$, the receding level, and $\cos\alpha=\sin\theta$. The net force towards the narrow trench is
\begin{equation}
F=p_w(H-h)+\gamma(\cos\alpha_n-\sin\theta).
\end{equation}
Below $h$ the suction acts on both faces and cancels. Above $h$ there is gas on one face and stretched liquid on the other. This is the unbalanced load.

\subsection*{The bending of the wall}

Treat the wall as a thin plate clamped at its foot, with rigidity $D=Et^3/[12(1-\nu^2)]$, where $E$ is Young's modulus and $\nu$ Poisson's ratio. A force $f$ per length at height $z$ gives the moment $f(z-x)$ at $x<z$. Integrating $Dy''=f(z-x)$ from the clamp gives the slope $fz^2/(2D)$ and deflection $fz^3/(3D)$ at $z$. The wall is straight above $z$, so the tip moves by
\begin{equation}
\frac{f}{D}\left[\frac{z^3}{3}+(H-z)\frac{z^2}{2}\right]=\frac{fz^2(3H-z)}{6D}.
\end{equation}
Integrating this with $f=p_w\,dz$ from $h$ to $H$, and adding the two contact-line forces, gives the tip deflection $y$:
\begin{equation}
\begin{split}
Dy={}&p_w\left(\frac{H^4}{8}-\frac{Hh^3}{6}+\frac{h^4}{24}\right)\\
&+\frac{\gamma\cos\alpha_nH^3}{3}-\frac{\gamma\sin\theta\,h^2(3H-h)}{6}.
\end{split}
\end{equation}
The bending narrows the narrow mouth and widens the wide one, which reinforces the drying order.

\subsection*{The peak comes after the wide trench is empty}

Once the wide trench is empty, apart from a little liquid in its floor corners, the narrow one must supply its own evaporation. Its meniscus sags further and $p$ rises above $p_w$. Provided that the ports hold back gas, this continues until air enters the narrow mouth, whose width is now $w_n-y$:
\begin{equation}
p(w_n-y)=2\gamma\cos\theta .
\end{equation}
At that moment $\cos\alpha=\sin\theta$, and the full wall carries
\begin{equation}
Dy=\frac{pH^4}{8}+\frac{\gamma\sin\theta H^3}{3}.
\end{equation}
Define $b=\gamma\sin\theta H^3/(3D)$ and $q=\gamma\cos\theta H^4/(4D)$. Eliminating $p$ gives
\begin{equation}
(y-b)(w_n-y)=q,
\end{equation}
or $y^2-(w_n+b)y+w_nb+q=0$. Since $(w_n+b)^2-4w_nb=(w_n-b)^2$, the smaller root, which the growing deflection meets first, is
\begin{equation}
y=\tfrac12\left[w_n+b-\sqrt{(w_n-b)^2-4q}\,\right].
\end{equation}
If $4q>(w_n-b)^2$ there is no root. The product $p(w_n-y)$ then never reaches the value needed for air entry. If the ports still hold back gas, suction and deflection grow until the walls touch: this is elastic collapse. At contact $y=w_n$ and the meniscus is flat, so the ports must withstand the suction $8Dw_n/H^4-8\gamma/(3H)$. For small $b$ the critical height is about $[Dw_n^2/(\gamma\cos\theta)]^{1/4}$. It contains the narrow width, not the wide one.

\subsection*{Numbers for a silicon wall}

Take $w_n=30$ nm, $w_w=60$ nm, $H=220$ nm and $t=20$ nm. Rough values for silicon are $E=160$ GPa and $\nu=0.22$, which give $D=1.121\times10^{-13}$ N\,m. For isopropanol take $\gamma=21$ mN/m, $\mu=2.0$ mPa\,s and $\theta=10^\circ$. The thresholds are
\begin{equation}
p_w=\frac{2(0.021)(0.985)}{60\times10^{-9}}\ \mathrm{Pa}=0.689\ \mathrm{MPa},\qquad p_n=1.379\ \mathrm{MPa}.
\end{equation}
A narrow trench with a receding angle above $60.5^\circ$ would reverse the order.

With ports of radius 10 nm spaced by 400 nm, $e_c$ is about 5 mm/s. The assumed $e=10$ $\mu$m/s is hundreds of times smaller and costs a suction difference of only about 1.3 kPa. Integrating the drainage in time, with this speed held constant at both mouths, leaves 20.6\,\% of the liquid in the wide trench after 11.7 ms and 98.8\,\% in the narrow one. Without the feed, the narrow trench would have lost a depth of 117 nm, more than half of its liquid.

As the wide trench drains, the wall load develops as follows, with both widths kept at their initial values.
\begin{center}
\begin{tabular}{ccc}
$h/H$ & $F$ (mN/m) & $y$ (nm)\\
1.00 & 14.6 & 0.46\\
0.50 & 90.5 & 2.08\\
0.25 & 128.4 & 2.33\\
0 & 169.9 & 2.38
\end{tabular}
\end{center}
The load starts above zero because the narrow meniscus, with $\alpha_n=29.5^\circ$, pulls the tip sideways more strongly than the steeper wide one. The last quarter of the descent adds much force but little deflection, since a force near the clamp bends the tip only in proportion to about $z^2$. The last row assumes a dry floor, so the pull of the wide liquid surface is dropped. In fact a liquid with $\theta<45^\circ$ stays in the floor corners. At $p_w$ it covers the lowest $(\gamma/p_w)(\cos\theta-\sin\theta)\approx25$ nm of the wall, which lowers the force to 149 mN/m but changes the deflection by less than 0.01 nm. Of the 2.38 nm, suction gives 1.80 nm and the meniscus pull at the tip 0.58 nm, so the pull cannot be ignored here.

At air entry, $b=0.115$ nm and $q=108$ nm$^2$, so
\begin{equation}
y=\tfrac12\left[30.115-\sqrt{29.885^2-432}\,\right]\ \mathrm{nm}=4.32\ \mathrm{nm}.
\end{equation}
The suction is then 1.611 MPa and the force 358 mN/m ($3.58\times10^{-1}$ N/m), about twice the value in the last row of the table. Both values assume a dry floor; corner liquid, now about 11 nm high, lowers the peak force to 337 mN/m. The ports hold up to $2\gamma\cos\theta/a=4.14$ MPa, so they are still closed to gas at this point.

For water, with $\gamma=72$ mN/m and the angle and wall unchanged, $4q=1480$ nm$^2$ exceeds $(w_n-b)^2=876$ nm$^2$, so air cannot enter at the mouth. Contact needs 10.6 MPa, less than the 14.2 MPa at which the ports admit gas, and the wall collapses. The bending stress at the foot is then about 4 GPa, and higher next to the ports, so a real wall may fracture before it touches, and the linear plate model is only a guide there. For ports that never admit gas, the critical heights are 263 nm for isopropanol and 193 nm for water. With the 10 nm ports, gas enters through them before contact in walls only slightly higher than this, and contact begins at about 281 and 205 nm.

\subsection*{How far the model can be trusted}

The dimensions are in the regime of narrow silicon fins and isolation trenches; the ports are a model choice. One important correction for the single wall is tilt of the foot, because real silicon is not a rigid clamp. Let the foot moment $M$ act on an elastic half-space as the linear traction $12Mx/t^3$. The half-space displacement under a line load is $-2(1-\nu^2)\ln|x-s|/(\pi E)$ per unit load, up to a constant. Averaging the displacement with the traction as weight gives the rotation
\begin{equation}
\frac{288}{\pi}\,I\,\frac{(1-\nu^2)M}{Et^2},\quad
I=-\iint uv\ln|u-v|\,du\,dv,
\end{equation}
with $u$ and $v$ from $-\tfrac12$ to $\tfrac12$. Integrating first at fixed $s=|u-v|$,
\begin{equation}
I=-2\int_0^1\ln s\left[\frac{(1-s)^3}{12}-\frac{s^2(1-s)}{4}\right]ds=\frac1{16},
\end{equation}
so the coefficient is $18/\pi=5.73$. Because the traction is assumed rather than solved for, this is an upper estimate; a full plane-strain solution of wall and substrate gives about 5, which lowers the tilted peak deflections below by 0.1 to 0.3 nm. Multiplying the rotation by $H$ gives the added tip motion. The peak deflection rises from 4.32 to 5.26 nm, and the peak suction to 1.672 MPa. With this tilt, and $E$ between 130 and 188 GPa to cover silicon's anisotropy, the critical height for ports that never admit gas is 241 to 265 nm for isopropanol and 175 to 192 nm for water. On an ordinary (001) wafer the wall is stressed along the soft [001] direction, so the lower end of the modulus range is the better guide. For trenches along [110], $E/(1-\nu^2)$ is replaced by about 145 GPa instead of 168 GPa, and the peak deflection with tilt is 6.1 to 6.4 nm. A softer oxide skin within the 20 nm thickness lowers $D$ further: 1 to 2 nm of oxide (about 72 GPa) on each face raises the peak to roughly 8 to 9 nm and lowers the critical height for isopropanol to about 237 to 229 nm. The verdict for the single 220 nm wall is unchanged.

A dense array breaks the assumption of a rigid outer wall. If both walls of the narrow trench bend alike, each with an empty wide trench behind it, the mouth is $w_n-2y$. Then $(y-b)(w_n-2y)=q$, and twice this equation has the earlier form with $2y$, $2b$ and $2q$. Collapse requires $8q>(w_n-2b)^2$. For isopropanol this compares 864 with 886 nm$^2$: for $E=160$ GPa and a rigid foot, air only just enters at the mouth. Foot tilt raises the suction part of the deflection by $5.73\,t/(3H)=17\,\%$, which takes the left side to about 1010 nm$^2$, and air can no longer enter there. Contact would need 4.65 MPa, but the 10 nm ports admit gas at 4.14 MPa, shortly before the walls touch. At 130 GPa contact needs only 3.73 MPa, and the walls do touch. This modulus corresponds to $E/(1-\nu^2)=137$ GPa; for the 145 GPa of trenches along [110], contact needs 4.0 to 4.1 MPa, too close to the port limit to say which comes first. At 188 GPa the left side is about 860 nm$^2$, too close to the limit for this model to decide. A single-wall height limit should therefore not be used for such an array.

Smaller effects leave the single-wall result standing. Shear adds 0.8\,\% to the deflection, the downward pull of the meniscus at the wall edge and the weakening of the foot by the ports add about 1\,\% each, and the wide mouth opens by 4.0\,\% when its trench empties. Gravity contributes 0.0017 Pa and van der Waals forces about 31 Pa, for an assumed Hamaker constant of $10^{-20}$ J.

With the gas at 1 atm, the liquid at peak load is under tension, at an absolute pressure of $-1.51$ MPa. A bubble of radius $\rho$ in it costs $4\pi\rho^2\gamma-\tfrac43\pi\rho^3\tau$, with $\tau$ the tension. In bulk liquid the maximum, at $\rho=2\gamma/\tau\approx28$ nm, is $16\pi\gamma^3/(3\tau^2)$, or about $1.7\times10^4\,kT$ at 298 K. Such a bubble does not fit in the narrow trench, but the cost rises all the way up to that radius, and growth to 13 nm, half the gap at the mouth, already costs about 7500 $kT$. Spontaneous bubbles in the clean liquid are thus ruled out, but gas pockets on rough or dirty walls are not covered. Such a pocket could empty the narrow trench early and relieve the wall. Adhesion after contact, residues and surface-tension gradients are also outside the model. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
narrow, wide trench width: 30, 60 nm
wall height, thickness: 220, 20 nm
surface tension, isopropanol, water: 21, 72 mN/m
receding contact angle: 10 deg
Young modulus, Poisson ratio: 160 GPa, 0.22
plate rigidity D: 1.121e-13 N m
port radius, spacing: 10, 400 nm
viscosity: 2.0 mPa s; temperature: 298 K
wide trench recedes at suction: 0.689 MPa
narrow trench threshold, rigid wall: 1.379 MPa
pinned narrow meniscus edge slope: 29.5 deg
narrow-trench angle that reverses order: 60.5 deg
evaporation speed: 10 um/s
speed limit for full narrow trench: 5.35 mm/s
viscous suction difference: 1.29 kPa
simulated time: 11.7 ms
liquid left then, wide: 20.6 %, narrow: 98.8 %
fall speed of narrow level at twice the limit: 5.35 mm/s
wide level 1.00 H: force 14.6 mN/m, tip 0.46 nm
wide level 0.75 H: force 52.5 mN/m, tip 1.48 nm
wide level 0.50 H: force 90.5 mN/m, tip 2.08 nm
wide level 0.25 H: force 128.4 mN/m, tip 2.33 nm
wide level 0.00 H: force 169.9 mN/m, tip 2.38 nm
tip part from suction, wide empty: 1.80 nm
tip part from meniscus pull, wide empty: 0.58 nm
length b: 0.115 nm
peak suction at air entry: 1.611 MPa
peak force: 358.0 mN/m
peak tip deflection: 4.32 nm
peak bending stress at foot: 0.60 GPa
port gas-entry suction: 4.14 MPa
critical height, isopropanol: 263.4 nm
critical height, water: 193.3 nm
foot rotation coefficient: 5.73
with foot tilt: peak tip 5.26 nm, suction 1.672 MPa
modulus range: 130 to 188 GPa
critical height in range, tilt, isopropanol: 241 to 265 nm
critical height in range, tilt, water: 175 to 192 nm
shear part of deflection: 0.8 %
corner-moment part of deflection: 1.2 %
widening of wide mouth when empty: 4.0 %
wall slope at tip, peak: 1.51 deg
gravity pressure over wall height: 0.0017 Pa
van der Waals pressure (A = 1e-20 J): 31 Pa
vapour pressure factor at peak suction: 0.951
absolute liquid pressure at peak: -1.51 MPa
bubble nucleation barrier: 16550 kT
\end{verbatim}
